**Length and energy of a converting dislocation in off-cut 4H-SiC**

The program compares a basal-plane dislocation of length $h/\sin\theta$ with a threading edge dislocation of length $h/\cos\theta$, where $h$ is the epilayer thickness and $\theta$ the off-cut angle. It asserts that these formulas, and those for other azimuths and for conversion partway up, agree with lines traced through a rotated crystal. A discrete staircase surface tests the link between step advance and film thickness. Symbolic algebra tests the equilibrium and cut stress of the edge field, and an angular average over the elastic tensor tests the energy factors $K$ of the basal screw and the threading edge line. Direct minimization tests the separation and energy gain of the two partials. For $h=10$ µm and $\theta=4$ degrees, the output shows a length ratio of 14.3 and a saving of 133.3 µm. The energy ratio for the screw case is 10.6 with equal cutoffs, and 7.9 when splitting and a longer outer cutoff for the threading line are included. The elastic constants, fault energy and dislocation density are rough typical inputs, and atomistic core energies are left out.

## Verification by program

```python
"""
Result under test: in an epilayer of thickness h whose c axis is tilted by theta
from the surface normal, a basal-plane dislocation (BPD) along the down-step
direction has length h/sin(theta), a threading edge dislocation (TED) along c has
length h/cos(theta), and conversion at the interface shortens the line by
cot(theta), about 14 at 4 degrees.
Symbols: b Burgers vector length; K energy factor in the line energy per length
K b^2 ln(R_out/r0)/(4 pi); gamma stacking-fault energy; C11.. elastic constants.
Crystal frame: x = down-step direction [11-20], z = c axis.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as charge
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial.transform import Rotation

# Example inputs: rough typical values for 4H-SiC
theta_deg = 4.0
theta = np.radians(theta_deg)
h = 10.0                    # um
b = 0.308                   # nm
bilayer = 0.252             # nm
C11, C12, C13, C33, C44 = 500.0, 110.0, 55.0, 550.0, 160.0   # GPa
C66 = (C11 - C12) / 2
gamma_mJ = 15.0             # mJ/m^2
density = 1.0e4             # dislocations per cm^2
GPa = 1e9 * 1e-27 / charge              # eV/nm^3
gamma = gamma_mJ * 1e-3 * 1e-18 / charge  # eV/nm^2


# ---------- geometry: trace lines through a rotated crystal ----------
def traced_length(segments, angle=theta):
    """Length of a broken line; segments = [(crystal direction, top height)]."""
    tilt = Rotation.from_rotvec([0.0, -angle, 0.0])
    point, total = np.zeros(3), 0.0
    for direction, top in segments:
        d = tilt.apply(np.array(direction, float))
        s = brentq(lambda q: point[2] + q * d[2] - top, 0.0, 1e5, xtol=1e-11)
        new_point = point + s * d
        total += np.linalg.norm(new_point - point)
        point = new_point
    return total


down_step, c_axis = [1, 0, 0], [0, 0, 1]
L_bpd = h / np.sin(theta)
L_ted = h / np.cos(theta)
ratio = 1 / np.tan(theta)
saving = L_bpd - L_ted
assert abs(traced_length([(down_step, h)]) / L_bpd - 1) < 1e-9
assert abs(traced_length([(c_axis, h)]) / L_ted - 1) < 1e-9
traced_ratio = traced_length([(down_step, h)]) / traced_length([(c_axis, h)])
assert abs(traced_ratio / ratio - 1) < 1e-9
assert round(traced_ratio) == 14

azimuths = np.radians(np.arange(-60, 61, 10))
basal_lengths = np.array([traced_length([([np.cos(p), np.sin(p), 0], h)])
                          for p in azimuths])
assert np.allclose(basal_lengths, h / (np.sin(theta) * np.cos(azimuths)), rtol=1e-9)
assert np.argmin(basal_lengths) == len(azimuths) // 2
ratio_30 = traced_length([([np.cos(np.pi/6), 0.5, 0], h)]) / L_ted


# Conversion part of the way up the layer
def late_ratio(f):
    return 1 / (f + (1 - f) * np.tan(theta))


for f in (0.05, 0.1, 0.5):
    mixed_length = traced_length([(down_step, f * h), (c_axis, h)])
    assert abs(L_bpd / mixed_length / late_ratio(f) - 1) < 1e-9
f_half = np.tan(theta) / (1 - np.tan(theta))
half_length = traced_length([(down_step, f_half * h), (c_axis, h)])
assert abs(L_bpd / half_length / (ratio / 2) - 1) < 1e-9

# Step flow: mean thickening of an explicit staircase when all steps advance
terrace = bilayer / np.tan(theta)
advance = 37.3
periods, n_grid = 50, 200000
x_grid = (np.arange(n_grid) + 0.5) * periods * terrace / n_grid
height_before = bilayer * np.floor(-x_grid / terrace)
height_after = bilayer * np.floor((advance - x_grid) / terrace)
thickening = np.mean(height_after - height_before) * np.cos(theta)
assert abs(thickening / (advance * np.sin(theta)) - 1) < 1e-3  # grid error

# Sensitivity of the length ratio to the off-cut, and to a leaning TED
ratio_low, ratio_high = [traced_length([(down_step, h)], np.radians(a))
                         / traced_length([(c_axis, h)], np.radians(a))
                         for a in (theta_deg + 0.5, theta_deg - 0.5)]
relative_slope = (np.log(ratio_high / ratio_low)
                  / np.log((theta_deg + 0.5) / (theta_deg - 0.5)))
assert abs(relative_slope - 1) < 0.02
lean = np.radians(15.0)
ratio_lean = L_bpd / traced_length([([-np.sin(lean), 0, np.cos(lean)], h)])

# ---------- edge dislocation field checked symbolically ----------
x, y, mu, nu, bs = sp.symbols("x y mu nu b", positive=True)
r2 = x**2 + y**2
ux = bs / (2*sp.pi) * (sp.atan(y/x) + x*y / (2*(1 - nu)*r2))
uy = -bs / (2*sp.pi) * ((1 - 2*nu) / (4*(1 - nu)) * sp.log(r2)
                       + (x**2 - y**2) / (4*(1 - nu)*r2))
lam = 2*mu*nu / (1 - 2*nu)
dilation = sp.diff(ux, x) + sp.diff(uy, y)
sxx = lam*dilation + 2*mu*sp.diff(ux, x)
syy = lam*dilation + 2*mu*sp.diff(uy, y)
sxy = mu*(sp.diff(ux, y) + sp.diff(uy, x))
assert sp.simplify(sp.diff(sxx, x) + sp.diff(sxy, y)) == 0
assert sp.simplify(sp.diff(sxy, x) + sp.diff(syy, y)) == 0
assert sp.simplify(sxy.subs(y, 0) - mu*bs / (2*sp.pi*(1 - nu)*x)) == 0

# ---------- energy factors from the full elastic tensor ----------
voigt = np.zeros((6, 6))
voigt[:3, :3] = [[C11, C12, C13], [C12, C11, C13], [C13, C13, C33]]
voigt[3, 3] = voigt[4, 4] = C44
voigt[5, 5] = C66
index = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
stiffness = voigt[index[:, :, None, None], index[None, None, :, :]]


def energy_matrix(m0, n0, n_angles=720):
    """Angular average for a line normal to m0 and n0; K = b.M.b/b^2, in GPa."""
    m0, n0 = np.array(m0, float), np.array(n0, float)
    total = np.zeros((3, 3))
    for w in 2 * np.pi * np.arange(n_angles) / n_angles:
        m = np.cos(w) * m0 + np.sin(w) * n0
        n = -np.sin(w) * m0 + np.cos(w) * n0

        def contract(p, q):
            return np.einsum("i,ijkl,l->jk", p, stiffness, q)
        total += contract(m, m) - contract(m, n) @ np.linalg.solve(
            contract(n, n), contract(n, m))
    return total / n_angles


M_basal = energy_matrix([0, 1, 0], [0, 0, 1])
M_c = energy_matrix([1, 0, 0], [0, 1, 0])
K_screw = np.sqrt(C44 * C66)
K_ted = (C11**2 - C12**2) / (2 * C11)
nu_plane = C12 / (C11 + C12)
assert abs(M_basal[0, 0] / K_screw - 1) < 1e-8
assert abs(M_c[0, 0] / K_ted - 1) < 1e-8
assert abs(C66 / (1 - nu_plane) / M_c[0, 0] - 1) < 1e-8
K_edge_basal = M_basal[1, 1]
b60 = np.array([0.5, np.sqrt(3) / 2, 0])
K_60 = b60 @ M_basal @ b60

h_nm = h * 1e3
log_h = np.log(h_nm / b)
W_bpd = K_screw * GPa * b**2 / (4 * np.pi) * log_h
W_ted = K_ted * GPa * b**2 / (4 * np.pi) * log_h
E_bpd, E_ted = W_bpd * L_bpd * 1e3, W_ted * L_ted * 1e3
energy_ratio = E_bpd / E_ted
assert energy_ratio < ratio
energy_ratio_60 = ratio * K_60 / K_ted

# ---------- splitting of the screw BPD into two partials ----------
b1 = b * np.array([0.5, 1 / (2*np.sqrt(3)), 0])
b2 = b * np.array([0.5, -1 / (2*np.sqrt(3)), 0])


def split_energy(s):
    own = (b1 @ M_basal @ b1 + b2 @ M_basal @ b2) / (4*np.pi) * log_h
    pair = (b1 @ M_basal @ b2) / (2*np.pi) * np.log(h_nm / s)
    return (own + pair) * GPa + gamma * s


A = b**2 * (K_screw/4 - K_edge_basal/12) * GPa / (2*np.pi)
width = A / gamma
gain = A * (np.log(width / b) - 1)
best = minimize_scalar(split_energy, bounds=(1, 300), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x / width - 1) < 1e-4   # flat minimum limits the position
assert abs((W_bpd - best.fun) / gain - 1) < 1e-6
energy_ratio_split = ratio * best.fun / W_ted

# TED field reaching to the mean dislocation spacing, BPD field only to h
spacing = 1e4 / np.sqrt(density)        # um
W_ted_far = K_ted * GPa * b**2 / (4*np.pi) * np.log(spacing * 1e3 / b)
energy_ratio_far = ratio * W_bpd / W_ted_far
energy_ratio_both = ratio * best.fun / W_ted_far
assert energy_ratio_both > 1

print(f"off-cut angle: {theta_deg:.1f} deg")
print(f"off-cut angle in radians: {theta:.5f} rad")
print(f"sin, cos, tan of off-cut: {np.sin(theta):.5f}, {np.cos(theta):.5f}, {np.tan(theta):.5f}")
print(f"epilayer thickness: {h:.1f} um")
print(f"BPD length: {L_bpd:.2f} um")
print(f"TED length: {L_ted:.3f} um")
print(f"length saved: {saving:.2f} um")
print(f"length saved, converted: {saving * 1e4:.4g} angstrom")
print(f"length saved per thickness: {saving / h:.3f}")
print(f"length ratio cot(theta): {ratio:.3f}")
print(f"small-angle estimate 1/theta: {1/theta:.3f}")
print(f"fraction of length saved: {100*(1 - np.tan(theta)):.2f} %")
print(f"bilayer step height: {bilayer:.3f} nm")
print(f"terrace width along basal plane: {terrace:.2f} nm")
print(f"staircase test, step advance: {advance:.1f} nm")
print(f"staircase test, counted thickening: {thickening:.3f} nm")
print(f"length ratio, off-cut {theta_deg-0.5:.1f} deg: {ratio_high:.2f}")
print(f"length ratio, off-cut {theta_deg+0.5:.1f} deg: {ratio_low:.2f}")
print(f"length ratio, BPD azimuth 30 deg: {ratio_30:.2f}")
print(f"length ratio, TED leaning {np.degrees(lean):.0f} deg further from normal: {ratio_lean:.2f}")
print(f"reduction if converted at 5 % of thickness: {late_ratio(0.05):.2f}")
print(f"reduction if converted at 10 % of thickness: {late_ratio(0.1):.2f}")
print(f"reduction if converted at 50 % of thickness: {late_ratio(0.5):.2f}")
print(f"conversion height that halves the factor: {f_half * h:.3f} um")
print(f"Burgers vector length (also r0): {b:.3f} nm")
print(f"C11, C12, C13, C33, C44: {C11:.0f}, {C12:.0f}, {C13:.0f}, {C33:.0f}, {C44:.0f} GPa")
print(f"C66: {C66:.0f} GPa")
print(f"in-plane Poisson ratio C12/(C11+C12): {nu_plane:.4f}")
print(f"K, screw BPD: {K_screw:.1f} GPa")
print(f"K, TED: {K_ted:.1f} GPa")
print(f"K, edge line in basal plane: {K_edge_basal:.1f} GPa")
print(f"K, 60-degree BPD: {K_60:.1f} GPa")
print(f"K ratio, screw BPD to TED: {K_screw/K_ted:.4f}")
print(f"ln(h/r0): {log_h:.3f}")
print(f"line energy, screw BPD: {W_bpd:.1f} eV/nm")
print(f"line energy, TED: {W_ted:.1f} eV/nm")
print(f"total energy, BPD: {E_bpd:.3e} eV")
print(f"total energy, TED: {E_ted:.3e} eV")
print(f"energy ratio, screw BPD, equal cutoffs: {energy_ratio:.2f}")
print(f"energy ratio, 60-degree BPD: {energy_ratio_60:.2f}")
print(f"stacking-fault energy: {gamma_mJ:.0f} mJ/m^2")
print(f"splitting constant A: {A:.3f} eV/nm")
print(f"partial separation: {width:.1f} nm")
print(f"energy gained by splitting: {gain:.2f} eV/nm")
print(f"splitting gain over BPD line energy: {100*gain/W_bpd:.1f} %")
print(f"energy ratio with splitting: {energy_ratio_split:.2f}")
print(f"dislocation density: {density:.0e} cm^-2")
print(f"mean dislocation spacing: {spacing:.0f} um")
print(f"energy ratio, TED cutoff at spacing: {energy_ratio_far:.2f}")
print(f"energy ratio, splitting and TED cutoff at spacing: {energy_ratio_both:.2f}")
print(f"line-energy change if r0 shrinks by factor e: {100/log_h:.1f} %")
print("done: every assertion held")
```

Printed output:

```
off-cut angle: 4.0 deg
off-cut angle in radians: 0.06981 rad
sin, cos, tan of off-cut: 0.06976, 0.99756, 0.06993
epilayer thickness: 10.0 um
BPD length: 143.36 um
TED length: 10.024 um
length saved: 133.33 um
length saved, converted: 1.333e+06 angstrom
length saved per thickness: 13.333
length ratio cot(theta): 14.301
small-angle estimate 1/theta: 14.324
fraction of length saved: 93.01 %
bilayer step height: 0.252 nm
terrace width along basal plane: 3.60 nm
staircase test, step advance: 37.3 nm
staircase test, counted thickening: 2.602 nm
length ratio, off-cut 3.5 deg: 16.35
length ratio, off-cut 4.5 deg: 12.71
length ratio, BPD azimuth 30 deg: 16.51
length ratio, TED leaning 15 deg further from normal: 13.55
reduction if converted at 5 % of thickness: 8.59
reduction if converted at 10 % of thickness: 6.14
reduction if converted at 50 % of thickness: 1.87
conversion height that halves the factor: 0.752 um
Burgers vector length (also r0): 0.308 nm
C11, C12, C13, C33, C44: 500, 110, 55, 550, 160 GPa
C66: 195 GPa
in-plane Poisson ratio C12/(C11+C12): 0.1803
K, screw BPD: 176.6 GPa
K, TED: 237.9 GPa
K, edge line in basal plane: 225.8 GPa
K, 60-degree BPD: 213.5 GPa
K ratio, screw BPD to TED: 0.7425
ln(h/r0): 10.388
line energy, screw BPD: 86.5 eV/nm
line energy, TED: 116.4 eV/nm
total energy, BPD: 1.239e+07 eV
total energy, TED: 1.167e+06 eV
energy ratio, screw BPD, equal cutoffs: 10.62
energy ratio, 60-degree BPD: 12.83
stacking-fault energy: 15 mJ/m^2
splitting constant A: 2.388 eV/nm
partial separation: 25.5 nm
energy gained by splitting: 8.16 eV/nm
splitting gain over BPD line energy: 9.4 %
energy ratio with splitting: 9.62
dislocation density: 1e+04 cm^-2
mean dislocation spacing: 100 um
energy ratio, TED cutoff at spacing: 8.69
energy ratio, splitting and TED cutoff at spacing: 7.87
line-energy change if r0 shrinks by factor e: 9.6 %
done: every assertion held
```
